# El-Sayed's Rule from One-Centre Orbital Angular Momentum Matrix Elements: a numerical check

```python
"""El-Sayed's rule from one-centre orbital angular momentum elements.

Result under test, for real orbitals and H_so = sum_k h^k s_k:
  <singlet(i->a)| H_so |triplet(j->b), k> = (delta_ij h^k_ab - delta_ab h^k_ji)/2
  <p_u| xi l |p_v> = -i zeta (u x v)   for p orbitals on one atom
so n and pi (perpendicular p) couple, while pi and pi' (parallel p) do not.
i, j: occupied orbitals; a, b: empty orbitals; k: Cartesian triplet component;
l and s in units of hbar; zeta = (alpha^2/2) Z <r^-3> for a bare nucleus Z.
Molecule: planar formamide in the yz plane, x is the plane normal.
"""
import numpy as np
import sympy as sp
from scipy import constants
from pyscf import gto, scf

# ---------- angular momentum elements by differentiation and quadrature ----------
X = sp.symbols("x y z", real=True)
x, y, z = X
nodes, weights = np.polynomial.hermite.hermgauss(8)
GRID = np.meshgrid(nodes, nodes, nodes, indexing="ij")
WEIGHT = np.einsum("i,j,k->ijk", weights, weights, weights)


def on_grid(expression):
    return sp.lambdify(X, expression, "numpy")(*GRID)


def l_element(bra, ket):
    """<bra|l|ket> for polynomial times exp(-r^2/2), both normalised."""
    envelope = sp.exp(-(x**2 + y**2 + z**2) / 2)
    g = [sp.diff(ket * envelope, q) for q in X]
    rotated = [y * g[2] - z * g[1], z * g[0] - x * g[2], x * g[1] - y * g[0]]
    b, c = on_grid(bra), on_grid(ket)
    norm = np.sqrt(np.sum(WEIGHT * b * b) * np.sum(WEIGHT * c * c))
    values = []
    for part in rotated:
        polynomial = sp.expand(sp.simplify(part / envelope))
        values.append(-1j * np.sum(WEIGHT * b * on_grid(polynomial)) / norm)
    return np.array(values)


print("Angular momentum elements on one atom (units of hbar)")
for name, bra, ket in (("<p_y|l_z|p_x>", y, x), ("<p_x|l_z|p_x>", x, x)):
    print(f"  {name} = {l_element(bra, ket)[2].imag:.4f} i")
for degrees in (0, 30, 90):
    angle = np.radians(degrees)
    u = np.array([0.0, 0.6, 0.8])
    v = np.cos(angle) * u + np.sin(angle) * np.array([1.0, 0.0, 0.0])
    element = l_element(sum(float(c) * q for c, q in zip(u, X)),
                        sum(float(c) * q for c, q in zip(v, X)))
    assert np.allclose(element, -1j * np.cross(u, v), atol=1e-10)
    print(f"  |<p_u|l|p_v>| at {degrees} degrees = {np.linalg.norm(element):.4f}")
d_element = np.linalg.norm(l_element(x * z, x * y))
assert d_element > 0.5
print(f"  |<d_xz|l|d_xy>| = {d_element:.4f}")

# ---------- spin factors from explicit many-electron states ----------
N_ORB = 4                       # orbitals 0, 1 occupied; 2, 3 empty
N_MODE = 2 * N_ORB
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for mode in range(N_MODE):
    matrix = np.eye(1)
    for site in range(N_MODE):
        factor = parity if site < mode else lower if site == mode else np.eye(2)
        matrix = np.kron(matrix, factor)
    annihilate.append(matrix)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def hop(p, s, q, t):
    return annihilate[2 * p + s].T @ annihilate[2 * q + t]


rng = np.random.default_rng(7)
random = rng.normal(size=(3, N_ORB, N_ORB))
h = -1j * (random - random.transpose(0, 2, 1))
dimension = 2**N_MODE
H_so = np.zeros((dimension, dimension), complex)
spin = np.zeros((3, dimension, dimension), complex)
for p in range(N_ORB):
    for q in range(N_ORB):
        for s in range(2):
            for t in range(2):
                operator = hop(p, s, q, t)
                H_so += np.dot(h[:, p, q], pauli[:, s, t]) / 2 * operator
                if p == q:
                    for k in range(3):
                        spin[k] += pauli[k, s, t] / 2 * operator
reference = np.zeros(dimension)
reference[0] = 1.0
for mode in range(4):
    reference = annihilate[mode].T @ reference


def excite(hole, particle, spin_matrix):
    state = np.zeros(dimension, complex)
    for s in range(2):
        for t in range(2):
            state += spin_matrix[s, t] * (hop(particle, s, hole, t) @ reference)
    return state / np.sqrt(2)


def spin_squared(state):
    return sum(np.linalg.norm(spin[k] @ state)**2 for k in range(3))


largest_error = 0.0
same_configuration = 0.0
for i in (0, 1):
    for a in (2, 3):
        singlet = excite(i, a, np.eye(2))
        assert abs(spin_squared(singlet)) < 1e-12
        for j in (0, 1):
            for b in (2, 3):
                for k in range(3):
                    triplet = excite(j, b, pauli[k])
                    assert abs(spin_squared(triplet) - 2) < 1e-12
                    direct = np.vdot(singlet, H_so @ triplet)
                    formula = ((i == j) * h[k, a, b] - (a == b) * h[k, j, i]) / 2
                    largest_error = max(largest_error, abs(direct - formula))
                    if i == j and a == b:
                        same_configuration = max(same_configuration, abs(direct))
assert largest_error < 1e-12 and same_configuration < 1e-12
# The total strength must not depend on the choice of triplet components.
singlet = excite(0, 2, np.eye(2))
ms_states = [np.sqrt(2) * excite(1, 2, np.array([[0, 1], [0, 0]])),
             np.sqrt(2) * excite(1, 2, np.array([[0, 0], [1, 0]])),
             excite(1, 2, pauli[2])]
ms_sum = sum(abs(np.vdot(singlet, H_so @ state))**2 for state in ms_states)
assert np.isclose(ms_sum, np.sum(abs(h[:, 1, 0])**2) / 4)
print("Many-electron check with random integrals (dimensionless)")
print(f"  largest error of the coupling formula = {largest_error:.1e}")
print(f"  largest same-configuration coupling = {same_configuration:.1e}")

# ---------- formamide ----------
HARTREE_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
PREFACTOR = constants.fine_structure**2 / 2 * HARTREE_CM
CO, CN, CH, NH = 1.22, 1.36, 1.10, 1.01        # angstrom, all angles 120 degrees
sin60, cos60 = np.sqrt(3) / 2, 0.5
nitrogen = CN * np.array([0.0, sin60, -cos60])
ATOMS = [("C", (0.0, 0.0, 0.0)), ("O", (0.0, 0.0, CO)), ("N", tuple(nitrogen)),
         ("H", (0.0, -CH * sin60, -CH * cos60)),
         ("H", tuple(nitrogen + NH * np.array([0.0, sin60, cos60]))),
         ("H", tuple(nitrogen + NH * np.array([0.0, 0.0, -1.0])))]
print("Formamide, RHF, bare-nucleus spin-orbit operator")
print(f"  C-O {CO:.2f}, C-N {CN:.2f}, C-H {CH:.2f}, N-H {NH:.2f} angstrom; 120 deg")


def radial_zeta(mol, atom, px_indices):
    """Matrix of (alpha^2/2) Z <R_a|r^-3|R_b> in cm^-1 by radial quadrature."""
    t, w = np.polynomial.legendre.leggauss(400)
    t, w = 2.25 * (t + 1), 2.25 * w
    r, w = t**2, 2 * t * w
    points = mol.atom_coord(atom) + np.outer(r, [1.0, 0.0, 0.0])
    values = mol.eval_gto("GTOval_sph", points)[:, px_indices]
    radial = values / np.sqrt(3 / (4 * np.pi))
    integral = np.einsum("g,ga,gb->ab", w / r, radial, radial)
    return PREFACTOR * mol.atom_charge(atom) * integral


def size(vector):
    return np.linalg.norm(vector)


for basis in ("sto-3g", "6-31g", "6-31g*"):
    mol = gto.M(atom=ATOMS, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    labels = mol.ao_labels(fmt=None)
    centre = np.array([label[0] for label in labels])
    odd = np.array([label[3] in ("x", "xy", "xz") for label in labels])
    p_index = {}
    for atom in range(3):
        p_index[atom] = np.array([[m for m, label in enumerate(labels)
                                   if label[0] == atom and "p" in label[2]
                                   and label[3] == axis] for axis in "xyz"])

    coefficients = mf.mo_coeff.copy()
    for m in range(coefficients.shape[1]):
        column = coefficients[:, m]
        coefficients[:, m] *= np.sign(column[np.argmax(abs(column))])
    odd_weight = np.sum(coefficients[odd]**2, axis=0) / np.sum(coefficients**2, axis=0)
    assert np.all(np.minimum(odd_weight, 1 - odd_weight) < 1e-8)
    n_occ = mol.nelectron // 2
    occupied_pi = [m for m in range(n_occ) if odd_weight[m] > 0.5]
    occupied_sigma = [m for m in range(n_occ) if odd_weight[m] < 0.5]
    empty_pi = [m for m in range(n_occ, len(odd_weight)) if odd_weight[m] > 0.5]
    pi1, pi2 = occupied_pi[-2:]
    n_second, n_first = occupied_sigma[-2:]

    # Spin-orbit integrals, sorted by the number of distinct centres involved.
    # The overall sign convention of the library is fixed from one p_x, p_y pair.
    parts = np.zeros((3, 3, mol.nao, mol.nao))
    for atom in range(mol.natm):
        with mol.with_rinv_origin(mol.atom_coord(atom)):
            raw = mol.intor("int1e_prinvxp", comp=3)
        if atom == 0:
            sign = np.sign(raw[2, p_index[0][0, 0], p_index[0][1, 0]])
        raw = sign * PREFACTOR * mol.atom_charge(atom) * raw
        bra, ket = centre[:, None], centre[None, :]
        extra = (bra != atom).astype(int) + ((ket != atom) & (ket != bra))
        for count in range(3):
            parts[count] += np.where(extra == count, raw, 0.0)

    def coupling(p, q):
        """Singlet-triplet coupling vectors by number of centres, cm^-1."""
        return 0.5 * np.einsum("m,ckmn,n->ck", coefficients[:, p], parts,
                               coefficients[:, q])

    n_pi, pi_pi = coupling(n_first, pi2), coupling(pi1, pi2)
    n_n = coupling(n_first, n_second)

    if basis != "6-31g*":
        # Cross-product formula with quadrature against the analytic integrals.
        by_hand = np.zeros(3)
        for atom in range(3):
            zeta = radial_zeta(mol, atom, p_index[atom][0])
            u = coefficients[p_index[atom], n_first]
            v = coefficients[p_index[atom], pi2]
            share = np.zeros(3)
            for a in range(len(zeta)):
                for b in range(len(zeta)):
                    share += 0.5 * zeta[a, b] * np.cross(u[:, a], v[:, b])
            by_hand += share
            if basis == "sto-3g":
                name = mol.atom_symbol(atom)
                w1 = coefficients[p_index[atom][0, 0], pi1]
                print(f"  {name}: zeta = {zeta[0, 0]:.2f} cm^-1; n: p_y {u[1, 0]:.4f},"
                      f" p_z {u[2, 0]:.4f}; pi2: p_x {v[0, 0]:.4f};"
                      f" pi1: p_x {w1:.4f}")
                print(f"     share of V: y {share[1]:.3f}, z {share[2]:.3f} cm^-1")
        assert np.allclose(by_hand, n_pi[0], atol=1e-5)
        # Parallel p functions: nothing with fewer than three distinct centres.
        assert np.max(abs(parts[:2][:, :, odd][:, :, :, odd])) < 1e-7
        assert size(pi_pi[0]) < 1e-7 and size(pi_pi[1]) < 1e-7
    else:
        assert size(pi_pi[0]) > 1e-5      # d functions open a one-centre path

    total_n_pi, total_pi_pi = size(n_pi.sum(axis=0)), size(pi_pi.sum(axis=0))
    assert size(n_pi[1:].sum(axis=0)) < 0.5 * total_n_pi
    assert total_pi_pi < 0.1 * total_n_pi
    assert size(n_n[0]) > total_pi_pi     # two lone pairs of one atom do couple

    print(f"  {basis.upper()}: RHF energy = {mf.e_tot:.6f} hartree; |V| in cm^-1:")
    rows = [("1(n pi*)-3(pi2 pi*)", n_pi), ("1(pi2 pi*)-3(pi1 pi*)", pi_pi),
            ("1(n pi*)-3(n' pi*)", n_n)]
    if len(empty_pi) > 1:
        rows.append(("1(n pi*)-3(n pi*')", coupling(empty_pi[0], empty_pi[1])))
    for name, vectors in rows:
        print(f"    {name}: total {size(vectors.sum(axis=0)):.4f}; centres 1/2/3: "
              + " / ".join(f"{size(vector):.4f}" for vector in vectors))
    direction = n_pi.sum(axis=0)
    tilt = np.degrees(np.arccos(min(1.0, abs(direction[2]) / size(direction))))
    print(f"    n-pi2 vector to C-O axis = {tilt:.1f} degrees")
    if total_pi_pi > 1e-6:
        print(f"    ratio |V(n-pi2)| / |V(pi1-pi2)| = {total_n_pi / total_pi_pi:.1f}")

print("finished without a failed check")
```

Output:

```
Angular momentum elements on one atom (units of hbar)
  <p_y|l_z|p_x> = 1.0000 i
  <p_x|l_z|p_x> = 0.0000 i
  |<p_u|l|p_v>| at 0 degrees = 0.0000
  |<p_u|l|p_v>| at 30 degrees = 0.5000
  |<p_u|l|p_v>| at 90 degrees = 1.0000
  |<d_xz|l|d_xy>| = 1.0000
Many-electron check with random integrals (dimensionless)
  largest error of the coupling formula = 1.1e-16
  largest same-configuration coupling = 0.0e+00
Formamide, RHF, bare-nucleus spin-orbit operator
  C-O 1.22, C-N 1.36, C-H 1.10, N-H 1.01 angstrom; 120 deg
  C: zeta = 55.42 cm^-1; n: p_y -0.0562, p_z -0.0406; pi2: p_x -0.2557; pi1: p_x 0.5396
     share of V: y 0.288, z -0.398 cm^-1
  O: zeta = 165.41 cm^-1; n: p_y 0.9174, p_z 0.0134; pi2: p_x -0.6125; pi1: p_x 0.4149
     share of V: y -0.679, z 46.471 cm^-1
  N: zeta = 94.22 cm^-1; n: p_y 0.2124, p_z -0.1344; pi2: p_x 0.7625; pi1: p_x 0.5657
     share of V: y -4.828, z -7.628 cm^-1
  STO-3G: RHF energy = -166.682431 hartree; |V| in cm^-1:
    1(n pi*)-3(pi2 pi*): total 39.8621; centres 1/2/3: 38.7983 / 1.2743 / 0.2319
    1(pi2 pi*)-3(pi1 pi*): total 0.1380; centres 1/2/3: 0.0000 / 0.0000 / 0.1380
    1(n pi*)-3(n' pi*): total 55.9176; centres 1/2/3: 51.3362 / 4.6594 / 0.0781
    n-pi2 vector to C-O axis = 7.8 degrees
    ratio |V(n-pi2)| / |V(pi1-pi2)| = 288.8
  6-31G: RHF energy = -168.851716 hartree; |V| in cm^-1:
    1(n pi*)-3(pi2 pi*): total 47.6696; centres 1/2/3: 46.1483 / 1.8839 / 0.3158
    1(pi2 pi*)-3(pi1 pi*): total 0.0961; centres 1/2/3: 0.0000 / 0.0000 / 0.0961
    1(n pi*)-3(n' pi*): total 71.6500; centres 1/2/3: 67.8886 / 3.8691 / 0.1077
    1(n pi*)-3(n pi*'): total 0.0396; centres 1/2/3: 0.0000 / 0.0000 / 0.0396
    n-pi2 vector to C-O axis = 9.2 degrees
    ratio |V(n-pi2)| / |V(pi1-pi2)| = 496.0
  6-31G*: RHF energy = -168.924923 hartree; |V| in cm^-1:
    1(n pi*)-3(pi2 pi*): total 48.0895; centres 1/2/3: 46.5402 / 1.8256 / 0.2709
    1(pi2 pi*)-3(pi1 pi*): total 0.0617; centres 1/2/3: 0.0090 / 0.0014 / 0.0721
    1(n pi*)-3(n' pi*): total 70.2233; centres 1/2/3: 66.7232 / 3.6084 / 0.1083
    1(n pi*)-3(n pi*'): total 0.0097; centres 1/2/3: 0.0078 / 0.0324 / 0.0499
    n-pi2 vector to C-O axis = 8.9 degrees
    ratio |V(n-pi2)| / |V(pi1-pi2)| = 779.5
finished without a failed check
```
